# Escape over a Barrier in a Strongly Damping Surface Layer

In atomic layer deposition on a soft organic surface, a precursor molecule may have to move between sites inside a dense layer before it reacts. The layer supplies the energy for each hop, but it also damps the motion at the barrier. This problem asks how damping changes the hopping rate.

**Model.** The molecule has mass $m$ and moves along one coordinate $x$ in a potential $V(x)$. The well has its minimum at $x_w$, with $V(x_w)=0$ and $V''(x_w)=m\omega_0^2$. The barrier top lies at $x_b>x_w$, with $V(x_b)=E_b$ and $V''(x_b)=-m\omega_b^2$. Both frequencies are angular. The layer exerts a friction force $-m\gamma v$, so $\gamma$ is a rate, and a random force without memory. The temperature is $T$, and $\theta=k_BT/m$ is the thermal variance of the velocity. The barrier is high, $E_b\gg k_BT$. The rate $k$ is the number of escapes per unit time divided by the population of the well, in a steady state where molecules are supplied deep in the well and removed beyond the barrier.

## (a) The equation for the phase-space density

**Question.** Find the equation obeyed by the density $\rho(x,v,t)$, and show that the Boltzmann density is stationary.

**Solution.** In a short time $dt$ the changes are

$$dx=v\,dt,\qquad dv=-\frac{V'}{m}dt-\gamma v\,dt+d\eta ,$$

where $d\eta$ has zero mean and variance $q\,dt$. Thermal equilibrium fixes $q$. Without a potential, $d\langle v^2\rangle/dt=-2\gamma\langle v^2\rangle+q$, which must vanish at $\langle v^2\rangle=\theta$. Hence $q=2\gamma\theta$.

For any smooth function $f(x,v)$, expansion to first order in $dt$, which keeps $\tfrac12 f_{vv}\,d\eta^2$, gives

$$\frac{d\langle f\rangle}{dt}=\left\langle v f_x-\left(\frac{V'}{m}+\gamma v\right)f_v+\gamma\theta f_{vv}\right\rangle .$$

Write the averages as integrals over $\rho$ and move the derivatives from $f$ to $\rho$ by partial integration. Since $f$ is arbitrary,

$$\frac{\partial\rho}{\partial t}=-v\frac{\partial\rho}{\partial x}+\frac{V'}{m}\frac{\partial\rho}{\partial v}+\gamma\frac{\partial}{\partial v}\left(v\rho+\theta\frac{\partial\rho}{\partial v}\right).\tag{1}$$

Now insert $\rho_{eq}=Z^{-1}e^{-v^2/2\theta-V/k_BT}$. The first two terms give $\rho_{eq}\,vV'\,[1/k_BT-1/(m\theta)]=0$, because $m\theta=k_BT$. The last bracket vanishes because $\theta\,\partial_v\rho_{eq}=-v\rho_{eq}$. The Boltzmann density is therefore stationary for every $\gamma$: friction can change the rate, but not the equilibrium populations.

## (b) The transition-state estimate

**Question.** Suppose that every molecule crossing the top from the well side escapes for good, and that the density there is the equilibrium one. What is the rate?

**Solution.** The rate is the forward flux at $x_b$ divided by the well population:

$$k_{TST}=\frac{e^{-E_b/k_BT}\int_0^\infty v\,e^{-v^2/2\theta}dv}{\int_{-\infty}^{\infty}e^{-v^2/2\theta}dv\int_{well}e^{-V/k_BT}dx}.$$

The upper integral equals $\theta$ and the velocity integral below equals $\sqrt{2\pi\theta}$. For a harmonic well, $V/k_BT=\omega_0^2(x-x_w)^2/2\theta$, so the position integral is $\sqrt{2\pi\theta}/\omega_0$. Thus

$$k_{TST}=\frac{\omega_0}{2\pi}e^{-E_b/k_BT}.\tag{2}$$

Neither $\gamma$ nor $\omega_b$ appears. What is missing is the chance that a molecule, having crossed the top, is knocked back.

## (c) The steady flow near the top

**Question.** Find a stationary solution of (1) near the barrier that joins the Boltzmann density on the well side and vanishes on the far side.

**Solution.** Let $y=x-x_b$ and write $\rho=\rho_{eq}\,\zeta(y,v)$, with $\zeta\to1$ for $y\to-\infty$ and $\zeta\to0$ for $y\to+\infty$. In the first two terms of (1), the derivatives of $\rho_{eq}$ cancel as in (a). In the friction term,

$$v\rho+\theta\,\partial_v\rho=\theta\rho_{eq}\zeta_v,\qquad \gamma\theta\,\partial_v(\rho_{eq}\zeta_v)=\gamma\rho_{eq}(\theta\zeta_{vv}-v\zeta_v).$$

With $V'/m=-\omega_b^2y$, the stationary equation becomes

$$-v\zeta_y-\omega_b^2y\,\zeta_v-\gamma v\zeta_v+\gamma\theta\zeta_{vv}=0 .$$

Try a function of one combination, $u=v-cy$. Then $\zeta_y=-c\zeta'$ and $\zeta_v=\zeta'$, so

$$\left[(c-\gamma)v-\omega_b^2y\right]\zeta'+\gamma\theta\,\zeta''=0 .$$

The bracket must itself depend on $u$ alone. It equals $(c-\gamma)(v-cy)$ if $c(c-\gamma)=\omega_b^2$. Put $\lambda=c-\gamma$:

$$\lambda(\gamma+\lambda)=\omega_b^2,\qquad \lambda=\sqrt{\frac{\gamma^2}{4}+\omega_b^2}-\frac{\gamma}{2}.\tag{3}$$

The positive root is needed. The remaining equation $\zeta''=-(\lambda/\gamma\theta)\,u\,\zeta'$ has the solution $\zeta'\propto e^{-\lambda u^2/2\gamma\theta}$, which would grow without limit for negative $\lambda$. Since $c>0$, the well side corresponds to $u\to+\infty$, and

$$\zeta(u)=\sqrt{\frac{\lambda}{2\pi\gamma\theta}}\int_{-\infty}^{u}e^{-\lambda s^2/2\gamma\theta}ds .\tag{4}$$

The number $\lambda$ has a direct meaning. Without noise, $\ddot y+\gamma\dot y=\omega_b^2y$ has the growing solution $e^{\lambda t}$, so $\lambda$ is the rate at which a displaced molecule slides off the top.

Where must the barrier be parabolic? Average $\zeta$ over thermal velocities. The result is the probability that $s<v-cy$, where $s$ and $v$ are independent Gaussian variables with variances $\gamma\theta/\lambda$ and $\theta$. It falls from one to zero as an error function of $y$, passing from 0.84 to 0.16 between $-\sigma$ and $+\sigma$, where the standard deviation $\sigma$ is

$$\frac1c\sqrt{\theta\,\frac{\gamma+\lambda}{\lambda}}=\sqrt{\frac{\theta}{\lambda(\gamma+\lambda)}}=\frac{\sqrt\theta}{\omega_b}.$$

This is the thermal width of the barrier, the distance over which the potential drops by $k_BT/2$. It does not depend on friction. The parabola must hold over a few such widths.

## (d) The rate and its strong-friction limit

**Question.** Compute the escape rate for any $\gamma$ covered by the solution in (c). What does it become when $\gamma\gg\omega_b$, and how large is the error?

**Solution.** At $y=0$ the flux is $J=\int v\rho_{eq}\zeta\,dv$. Use $v\,e^{-v^2/2\theta}=-\theta\,\partial_v e^{-v^2/2\theta}$ and integrate by parts; the end terms vanish:

$$J=\frac{\theta}{Z}e^{-E_b/k_BT}\int_{-\infty}^{\infty}e^{-v^2/2\theta}\zeta'(v)\,dv .$$

The exponents add to $-(v^2/2\theta)(1+\lambda/\gamma)$, so the integral is

$$\sqrt{\frac{\lambda}{2\pi\gamma\theta}}\sqrt{\frac{2\pi\theta\gamma}{\gamma+\lambda}}=\sqrt{\frac{\lambda}{\gamma+\lambda}}=\frac{\lambda}{\omega_b},$$

where the last step uses $\gamma+\lambda=\omega_b^2/\lambda$. In the well $\zeta=1$, and the population is one if $Z=2\pi\theta/\omega_0$. Therefore

$$k=\frac{\lambda}{\omega_b}\,\frac{\omega_0}{2\pi}e^{-E_b/k_BT}=\frac{\lambda}{\omega_b}\,k_{TST}.\tag{5}$$

For the limit, write (3) as $\lambda=\omega_b^2/(\gamma+\lambda)$. Because $\lambda>0$, this gives $\lambda<\omega_b^2/\gamma$. Putting that upper bound into the denominator gives a lower bound. Together,

$$\frac{1}{1+\omega_b^2/\gamma^2}<\frac{\lambda/\omega_b}{\omega_b/\gamma}<1 .\tag{6}$$

Both sides meet as $\gamma/\omega_b\to\infty$, and

$$k\simeq\frac{\omega_b}{\gamma}\,k_{TST}=\frac{\omega_0\omega_b}{2\pi\gamma}e^{-E_b/k_BT}\qquad(\gamma\gg\omega_b).\tag{7}$$

Relative to (7), the leading correction within the parabolic model is $-\omega_b^2/\gamma^2$.

In the opposite direction, (3) gives $\lambda\to\omega_b$ as $\gamma/\omega_b\to0$, and (5) returns the transition-state estimate. That limit cannot be followed down to $\gamma=0$: the well was assumed to stay in equilibrium, and without friction nothing replaces the energetic molecules that leave. Formula (7) fails sooner. For $\gamma<\omega_b$ its factor exceeds one, whereas $\lambda/\omega_b<1$ for every $\gamma>0$.

## (e) The same limit from diffusion

**Question.** Derive (7) again without the solution (4), and find where along the path the friction matters.

**Solution.** Let $p=\int\rho\,dv$ and $j=\int v\rho\,dv$. Multiply (1) by $v$ and integrate over $v$. After partial integration,

$$\frac{\partial j}{\partial t}=-\frac{\partial}{\partial x}\left(\langle v^2\rangle p\right)-\frac{V'}{m}p-\gamma j .$$

In the steady state the left side is zero. The velocity is forgotten in a time $1/\gamma$, during which the molecule moves about $\sqrt\theta/\gamma$. If this is much shorter than the barrier width $\sqrt\theta/\omega_b$, the velocities are thermal at each position, and $\langle v^2\rangle\simeq\theta$. Then

$$j=-\frac{\theta}{\gamma}\left(\frac{dp}{dx}+\frac{V'}{k_BT}p\right)=-\frac{\theta}{\gamma}e^{-V/k_BT}\frac{d}{dx}\left(e^{V/k_BT}p\right).$$

Multiply by $(\gamma/\theta)e^{V/k_BT}$ and integrate from $x_w$ to a point beyond the barrier where $p=0$. The steady current $j$ is constant, so

$$\frac{j\gamma}{\theta}\int_{barrier}e^{V/k_BT}dx=p(x_w)=\frac{N}{\int_{well}e^{-V/k_BT}dx},$$

with $N$ the well population. Hence

$$k=\frac jN=\frac{\theta/\gamma}{\int_{well}e^{-V/k_BT}dx\,\int_{barrier}e^{V/k_BT}dx}.\tag{8}$$

The Gaussian values of the integrals are $\sqrt{2\pi\theta}/\omega_0$ and $e^{E_b/k_BT}\sqrt{2\pi\theta}/\omega_b$. Their product turns (8) into (7).

The factor in (7) can now be read as a ratio of lengths:

$$\frac{\omega_b}{\gamma}=\frac{\sqrt\theta/\gamma}{\sqrt\theta/\omega_b}=\frac{\text{distance over which velocity is remembered}}{\text{thermal width of the barrier}} .$$

A molecule at the top changes direction many times before it has left the region where the potential is flat on the scale of $k_BT$.

If $\gamma$ depends on position, it stays under the integral, and $\gamma\int e^{V/k_BT}dx$ becomes $\int\gamma(x)e^{V/k_BT}dx$. The weight is largest at the top, so the friction near the barrier sets the rate, unless the friction elsewhere is larger by orders of magnitude.

## (f) A barrier of finite height

**Question.** For $V=E_b(1-x^2/a^2)^2$, find the first correction to (7) in $1/B$, where $B=E_b/k_BT$.

**Solution.** The wells lie at $x=\pm a$ and the top at $x=0$. The second derivatives there are $8E_b/a^2$ and $-4E_b/a^2$, so

$$\omega_b=\frac2a\sqrt{\frac{E_b}{m}},\qquad \omega_0=\sqrt2\,\omega_b .$$

At the top let $s=x\omega_b/\sqrt\theta$, so that $x^2/a^2=s^2/4B$ and $V/k_BT=B-s^2/2+s^4/16B$. Expanding the quartic term and using the Gaussian average $\langle s^4\rangle=3$, the barrier integral is multiplied by $1+3/16B$.

In the well at $+a$ let $x=a+z$ and $q=z\omega_0/\sqrt\theta$, so that $z/a=q/\sqrt{8B}$. Since $V=E_b(2z/a+z^2/a^2)^2$,

$$\frac{V}{k_BT}=\frac{q^2}{2}+\frac{q^3}{4\sqrt{2B}}+\frac{q^4}{64B}.$$

The cubic term averages to zero in first order, but half its square contributes $\langle q^6\rangle/64B=15/64B$. The quartic term contributes $-3/64B$. The well integral is thus multiplied by $1+12/64B=1+3/16B$. Both integrals stand in the denominator of (8), so

$$k\simeq\frac{\omega_b}{\gamma}k_{TST}\left(1-\frac{3}{8}\frac{k_BT}{E_b}\right).\tag{9}$$

The coefficient $3/8$ belongs to this potential; other shapes give other values.

## (g) Friction with memory

**Question.** A real layer responds with a delay. Replace $\gamma v$ by $\int_0^t\Gamma(t-t')v(t')dt'$ with $\Gamma(t)=(\gamma/\tau)e^{-t/\tau}$, holding the total friction $\gamma$ fixed. How does the factor in (5) change?

**Solution.** In equilibrium the random force per mass, $R(t)$, has the correlation $\langle R(t)R(t')\rangle=\theta\,\Gamma(|t-t'|)$. Start a path at $y=0$ with velocity $v_0$ and take the Laplace transform, marked by a hat:

$$\left[s^2+s\hat\Gamma(s)-\omega_b^2\right]\hat y(s)=v_0+\hat R(s),\qquad \hat\Gamma(s)=\frac{\gamma}{1+s\tau}.$$

For $s>0$, the function $s^2+s\hat\Gamma(s)$ rises steadily from zero, so the bracket has one positive root $\lambda$:

$$\lambda^2+\frac{\lambda\gamma}{1+\lambda\tau}=\omega_b^2 .\tag{10}$$

It produces the growing part of $y(t)$, with the sign of $v_0+r$, where $r=\hat R(\lambda)$. The variance of $r$ is

$$\int_0^\infty\!\!\int_0^\infty e^{-\lambda(t+t')}\theta\,\Gamma(|t-t'|)\,dt\,dt'=\frac{\theta\hat\Gamma(\lambda)}{\lambda}.$$

The net flux counts each path that ends on the far side by its signed velocity at the top, so that repeated crossings cancel. With $\Theta$ the unit step, partial integration over the Gaussian $v_0$ gives

$$\langle v_0\Theta(v_0+r)\rangle=\theta\langle\delta(v_0+r)\rangle=\frac{\theta}{\sqrt{2\pi\theta\,(1+\hat\Gamma(\lambda)/\lambda)}} .$$

Dividing by the transition-state value $\langle v_0\Theta(v_0)\rangle=\sqrt{\theta/2\pi}$ leaves $\sqrt{\lambda/(\lambda+\hat\Gamma(\lambda))}$. This equals $\lambda/\omega_b$ by (10). The form of (5) survives, with a new $\lambda$. Memory weakens the friction felt during the slide from the top, from $\gamma$ to $\gamma/(1+\lambda\tau)$, so at fixed $\gamma$ it raises the rate as long as the well stays in equilibrium. A long memory also weakens the exchange of energy in the well; when that exchange becomes too slow to replace the molecules that leave, (10) overestimates the rate. Formula (7) needs $\lambda\tau\ll1$ as well as $\gamma\gg\omega_b$.

## (h) A precursor in a soft surface layer

**Question.** Take the potential of (f) with $m=72$ u, $T=400$ K, $E_b=0.40$ eV, $a=0.40$ nm and $\gamma=30$ ps$^{-1}$. Find the rate and judge which neglected effects matter.

**Solution.** In working units $m=0.7462$ eV ps$^2$/nm$^2$, and $k_BT=0.03447$ eV. Then

$$\omega_b=\frac{2}{0.40}\sqrt{\frac{0.40}{0.7462}}=3.66\ \text{ps}^{-1},\qquad \omega_0=5.18\ \text{ps}^{-1},\qquad \frac{E_b}{k_BT}=11.6 .$$

The Boltzmann factor is $9.125\times10^{-6}$, and (2) gives

$$k_{TST}=\frac{5.177\times10^{12}}{2\pi}\times9.125\times10^{-6}=7.52\times10^{6}\ \text{s}^{-1}.$$

The friction factor is $3.661/30=0.122$. The corresponding lengths are 0.0072 nm for the memory of velocity and 0.059 nm for the barrier width. Formula (7) gives

$$k=0.1220\times7.518\times10^6=9.17\times10^5\ \text{s}^{-1},$$

a mean waiting time of 1.09 µs.

*Errors of the formula within the model.* Equation (5) has the factor 0.1203 instead of 0.1220, a reduction of about 1.4 %. The finite barrier height multiplies the rate by 0.968 according to (9), and by 0.965 when the integrals in (8) are done numerically.

A test of both corrections together comes from the full equation (1) for this double well. If both wells exchange molecules at rate $k$, the population difference decays at $2k$, so half the slowest decay rate is the escape rate. It is $8.73\times10^5$ s$^{-1}$, or 0.952 of the strong-friction value. With the potential and temperature held fixed, other frictions give:

| $\gamma/\omega_b$ | full rate / (7) | full rate / (8) |
|---|---|---|
| 2 | 0.807 | 0.836 |
| 5 | 0.931 | 0.965 |
| 8.2 | 0.952 | 0.987 |
| 20 | 0.963 | 0.998 |
| 50 | 0.964 | 1.000 |

The last column tends to one, as the diffusion argument requires. The middle column levels off near 0.965 because more friction does not remove the finite-barrier correction.

*Where friction acts.* In the diffusion limit, doubling $\gamma$ for $|x|>a/2$ alone multiplies the rate by 0.998. Doubling it for $|x|<a/2$ alone multiplies the rate by 0.50.

*Weak friction.* With $\gamma=1$ ps$^{-1}$ and all else unchanged, (7) would multiply $k_{TST}$ by 3.66, which is impossible. Equation (5) gives 0.87. For such a weakly damped molecule the transition-state estimate is the better starting point.

*Memory.* Equation (10) gives the factor 0.126 for $\tau=0.1$ ps and 0.204 for $\tau=1$ ps, against 0.1203 without memory. These values lie 3 % and 68 % above the factor $\omega_b/\gamma=0.1220$ of (7).

*Quantum motion.* For an undamped molecule, tunnelling through a parabolic barrier and the quantized levels of a harmonic well together raise the rate by 0.06 %. This estimate leaves out the effect of friction on tunnelling, but it shows how nearly classical so heavy a molecule is on so broad a barrier.

*The real case.* The mass is roughly that of trimethylaluminium, a common precursor for aluminium oxide, and the setting resembles its deposition on a polymer. The barrier, the site spacing and the friction are round model values, not data for a particular polymer. The friction corresponds to a short-range diffusion constant $k_BT/m\gamma=1.5\times10^{-5}$ cm$^2$/s, roughly that of a small molecule in a liquid; transport over many sites is limited by the hops. Real polymers break the assumption of memoryless friction, since their chains also move slowly: in the parabolic estimate (10), a memory of 1 ps raises the rate by a factor of 1.7; in the double well itself the factor is nearer 1.6. Equation (10) must not be carried to much longer memories: at 10 ps it gives 0.89 of $k_{TST}$ while the double well gives only about 0.2, and at 30 ps the rate falls below its memoryless value. An error of 0.05 eV in the barrier matters more than a memory of 1 ps: with the frequencies held fixed, it changes the rate by a factor $e^{0.05/0.03447}=4.3$. The model also omits binding of the precursor to reactive groups of the polymer, other coordinates and changes of the layer during exposure. The 5 % accuracy of (7) is therefore accuracy within the model, not a forecast for a process. The numerical output below lists the values of the formulas and of the memoryless equation (1).

## Computed results

```
molecular mass: 72 u
temperature: 400 K
barrier height Eb: 0.40 eV
half-distance between wells a: 0.40 nm
friction rate g: 30 ps^-1
mass in working units: 0.7462 eV ps^2/nm^2
thermal energy kT: 0.03447 eV
Eb/kT: 11.605
barrier angular frequency wb: 3.661 ps^-1
well angular frequency w0: 5.177 ps^-1
Boltzmann factor exp(-Eb/kT): 9.125e-06
wb/g: 0.1220
thermal velocity sqrt(kT/m): 0.2149 nm/ps
velocity-memory length: 0.00716 nm
thermal barrier width: 0.05871 nm
short-range diffusion constant kT/(m g): 1.54e-05 cm^2/s
transition-state rate: 7.518e+06 s^-1
strong-friction rate: 9.174e+05 s^-1
strong-friction mean waiting time: 1.090 us
any-friction Kramers factor: 0.1203
any-friction Kramers rate: 9.041e+05 s^-1
full phase-space rate: 8.732e+05 s^-1
full rate / strong-friction rate: 0.9518
finite-barrier factor, quadrature: 0.9648
finite-barrier factor, 1-3kT/(8Eb): 0.9677
scan: g/wb, full/limit, full/Kramers, full/overdamped (no unit)
  2.00  0.8065  0.9736  0.8359
  5.00  0.9313  0.9672  0.9653
  8.20  0.9518  0.9658  0.9865
  20.00  0.9626  0.9650  0.9977
  50.00  0.9645  0.9649  0.9997
memory 0.1 ps: factor 0.1256, relative to wb/g 1.029
memory 1.0 ps: factor 0.2044, relative to wb/g 1.675
undamped tunnelling factor: 1.000204
well quantization factor: 1.000407
undamped total quantum factor: 1.000611
rate factor, friction doubled at |x|>a/2: 0.9981
rate factor, friction doubled at |x|<a/2: 0.5005
barrier error considered: 0.05 eV
rate factor for that barrier error: 4.27
weak friction for comparison: 1 ps^-1
wb/g at weak friction (invalid use): 3.661
Kramers factor at weak friction: 0.873
```
